# How the Back Contact Sets the Saturation Current of a Finite Base

## Question

A silicon n⁺p junction has a uniformly doped p-type base. The quasi-neutral part of the base extends from the depletion edge at \(x=0\) to the back surface at \(x=W\). Electrons, the minority carriers there, have diffusivity \(D\), lifetime \(\tau\), diffusion length \(L=\sqrt{D\tau}\) and equilibrium density \(n_{p0}=n_i^2/N_A\). Assume low injection, no electric field in the neutral base, and the junction law

\[
u(0)=u_0=n_{p0}\left(e^{V/V_T}-1\right),\qquad V_T=\frac{kT}{q},
\]

where \(u=n-n_{p0}\) is the excess electron density. The back surface removes excess electrons with surface recombination velocity \(S\):

\[
-D\,u'(W)=S\,u(W).
\]

Forward current density \(J\) is counted positive. Consider only the current carried by electrons injected into the base.

**(a)** Find \(u(x)\) in the steady state for arbitrary \(S\).

**(b)** Find the saturation current density \(J_0\) and compare it with its value \(J_\infty\) for a very long base. Treat in particular an ideal ohmic contact, which holds \(u(W)=0\), and a perfectly reflecting contact, which no electron crosses. Show that every other \(S\) lies between these two cases.

**(c)** Where do the injected electrons recombine in the two cases? Discuss thin and thick bases, and find the value of \(S\) for which \(J_0\) does not depend on \(W\).

**(d)** Evaluate the results at 300 K for \(N_A=10^{15}\ \mathrm{cm^{-3}}\), \(n_i=10^{10}\ \mathrm{cm^{-3}}\), electron mobility \(1350\ \mathrm{cm^2/Vs}\), \(\tau=10\ \mathrm{\mu s}\), \(W=100\ \mathrm{\mu m}\) and \(V=0.45\ \mathrm{V}\).

**(e)** How good are the assumptions for these numbers? Could the effect of the back contact be read from the dark current at \(-5\ \mathrm{V}\)?

## Model answers

### (a) The excess density

In the steady state, the electrons diffusing into a thin slice, less those diffusing out, must equal those recombining in it. Without a field the particle flux is \(-Du'\), so

\[
D\,u''=\frac{u}{\tau}\quad\Longrightarrow\quad u''=\frac{u}{L^2}.
\]

It is convenient to measure distance from the back surface. With \(y=(W-x)/L\), the general solution and its derivative are

\[
u=A\cosh y+B\sinh y,\qquad
u'=-\frac1L\left(A\sinh y+B\cosh y\right).
\]

The minus sign appears because \(dy/dx=-1/L\). At the back \(y=0\), so \(u(W)=A\) and \(u'(W)=-B/L\). The surface condition becomes

\[
\frac{D}{L}B=SA\quad\Longrightarrow\quad B=sA,\qquad s=\frac{SL}{D}.
\]

At the junction \(y=w\), with \(w=W/L\), and the condition \(u(0)=u_0\) gives \(A=u_0/(\cosh w+s\sinh w)\). Hence

\[
u(x)=u_0\,\frac{\cosh y+s\sinh y}{\cosh w+s\sinh w}.
\]

### (b) The saturation current

Injected electrons move towards \(+x\). Their conventional current points towards \(-x\), which is the forward direction of this diode. The forward current is therefore \(q\) times the electron flux at \(x=0\):

\[
J=-qD\,u'(0)=\frac{qDu_0}{L}\,\frac{\sinh w+s\cosh w}{\cosh w+s\sinh w}.
\]

Dividing numerator and denominator by \(\cosh w\), and writing \(t=\tanh w\), gives

\[
J=J_0\left(e^{V/V_T}-1\right),\qquad
J_0=J_\infty F,\qquad
J_\infty=\frac{qDn_{p0}}{L},\qquad
F=\frac{s+t}{1+st}.
\]

For a very long base \(t\to1\), so \(F\to1\) for any \(s\), which confirms that \(J_\infty\) is the long-base value.

The ideal ohmic contact corresponds to \(S\to\infty\): a finite flux then requires \(u(W)=0\). The reflecting contact has \(S=0\), hence \(u'(W)=0\). The two limits are

\[
F_{\rm ohm}=\frac1t=\coth\frac WL,\qquad
F_{\rm ref}=t=\tanh\frac WL .
\]

To see that other surfaces lie between them, differentiate at fixed \(W\):

\[
\frac{dF}{ds}=\frac{(1+st)-t(s+t)}{(1+st)^2}=\frac{1-t^2}{(1+st)^2}>0 .
\]

The factor thus rises steadily with \(S\), from \(\tanh w\) to \(\coth w\).

The word "ohmic" needs care. It may mean only that the majority carriers, here holes, pass easily. The coth result requires something else, that excess *electrons* vanish at the contact. A metal contact placed behind a heavily doped p⁺ layer can be ohmic for holes and still turn most electrons back. Such a contact is closer to the tanh case.

### (c) Where the electrons go, and the limits

Integrating \(Du''=u/\tau\) across the base and multiplying by \(q\) gives

\[
J=\frac q\tau\int_0^W u\,dx+q\left[-D\,u'(W)\right].
\]

The first term is bulk recombination and the second is the flow into the back contact.

With a reflecting contact the second term is zero, and the whole current feeds bulk recombination. Shortening the base removes volume in which electrons can recombine, so the current falls below the long-base value.

With the ideal ohmic contact, \(u=u_0\sinh y/\sinh w\). The fraction of injected electrons that reaches the contact is

\[
\frac{-D\,u'(W)}{-D\,u'(0)}
=\frac{Du_0/(L\sinh w)}{Du_0\cosh w/(L\sinh w)}
=\frac1{\cosh w}.
\]

Here shortening the base brings the sink closer, steepens the density gradient and raises the current.

**Thin base, \(W\ll L\).** Since \(\coth w\approx1/w\) and \(\tanh w\approx w\),

\[
J_{0,\rm ohm}\approx\frac{qDn_{p0}}{W},\qquad
J_{0,\rm ref}\approx\frac{qDn_{p0}}{L}\frac WL=\frac{qn_{p0}W}{\tau},
\]

where the last step uses \(L^2=D\tau\). The first current is limited by transit and, at this order, does not contain the lifetime. The second is limited by recombination in a nearly uniform electron population and does not contain the diffusivity. The diffusion description itself requires \(W\) to remain much longer than the electron mean free path.

**Thick base, \(W\gg L\).** From

\[
\coth w=\frac{1+e^{-2w}}{1-e^{-2w}}\approx1+2e^{-2w},\qquad
\tanh w\approx1-2e^{-2w},
\]

both factors tend to 1. Few electrons survive the journey to the back, so its nature ceases to matter.

**Independence of \(W\).** If \(J_0\) does not depend on \(W\), it must equal its long-base value \(J_\infty\) at every \(W\), so \(F=1\). This gives \(s+t=1+st\), or \((s-1)(1-t)=0\). For finite \(W\), \(t<1\), so \(s=1\) and

\[
S=\frac DL .
\]

The solution of part (a) then reduces to \(u=u_0e^{y}/e^{w}=u_0e^{-x/L}\), the profile of an infinitely long base. The surface absorbs just the flux that the missing material would have absorbed. A faster surface raises \(J_0\) above \(J_\infty\), and a slower one lowers it.

### (d) Numbers

The Einstein relation, with \(V_T=25.85\ \mathrm{mV}\), gives

\[
D=1350\times0.02585=34.9\ \mathrm{cm^2/s},
\]
\[
L=\sqrt{34.9\times10^{-5}}\ \mathrm{cm}=186.8\ \mathrm{\mu m},\qquad
w=\frac{100}{186.8}=0.535 .
\]

With \(n_{p0}=10^{20}/10^{15}=10^5\ \mathrm{cm^{-3}}\),

\[
J_\infty=\frac{(1.602\times10^{-19})(34.9)(10^5)}{0.01868}
=2.99\times10^{-11}\ \mathrm{A/cm^2}=29.9\ \mathrm{pA/cm^2}.
\]

The two contacts give

\[
J_{0,\rm ohm}=2.043\times29.93=61.2\ \mathrm{pA/cm^2},
\]
\[
J_{0,\rm ref}=0.4894\times29.93=14.6\ \mathrm{pA/cm^2}.
\]

Their ratio is \(\coth^2w=4.2\), with all bulk properties held fixed. At 0.45 V, \(e^{V/V_T}-1=3.63\times10^7\), so the forward currents are 2.22 and 0.53 mA/cm², against 1.09 mA/cm² for the long base.

A finite-volume solution of the diffusion equation with the same data, which uses no hyperbolic functions, gives the factors 2.043270 and 0.489412, in agreement with the formulas.

The fraction \(1/\cosh w\) is 0.87: with the ideal ohmic contact, 87% of the injected electrons recombine at the back and 13% in the bulk. The same number describes the reflecting case differently. There \(u(W)/u_0=1/\cosh w\), so the density falls by only 13% across the base.

The crossover velocity is \(D/L=1868\ \mathrm{cm/s}\). At \(S=100\ \mathrm{cm/s}\) the factor is 0.529, which is 8% above the reflecting limit. At \(S=10^4\ \mathrm{cm/s}\) it is 1.61, still 21% below the ohmic limit.

### (e) Validity and the reverse current

**Injection and field.** The injection level is \(u_0/N_A=0.36\%\). To bound the field, let \(j=-qDu'\) be the electron diffusion current, with \(0\le j\le J\). The field also drives an electron drift current \(q\mu_n n|E|\) in the forward direction, and the holes carry the rest. Neutrality makes the hole gradient equal to the electron gradient, and the hole current equation gives

\[
q\mu_p p|E|=J-j-q\mu_n n|E|+\frac{D_p}{D}\,j\le J,
\]

because \(D_p<D\). Since \(p\ge N_A\), it follows that \(|E|\le J/(q\mu_pN_A)\). For a hole mobility of \(450\ \mathrm{cm^2/Vs}\), the voltage across the base is at most 0.31 mV, or 1.2% of \(V_T\). Electron drift contributes at most 1.1% of the total current. These estimates grow with forward bias, so the model fails at high injection.

**Other forward currents.** Holes injected into the n⁺ emitter add their own saturation current. For a rough emitter model (\(10^{19}\ \mathrm{cm^{-3}}\), 0.5 µm thick, hole diffusivity \(2\ \mathrm{cm^2/s}\), gap narrowing 0.06 eV, no excess holes at its outer surface) this is 0.65 pA/cm², or 4.5% of \(J_{0,\rm ref}\). It reduces the ratio of the two total saturation currents from 4.2 to \((61.16+0.65)/(14.65+0.65)=4.0\). Recombination in the depletion region, computed for midgap centres with both carrier lifetimes equal to 10 µs, adds roughly 2% to the forward current of the reflecting case.

**Reverse bias.** At \(-5\ \mathrm{V}\) the exponential is negligible and the base component is \(-J_0\). Electrons now flow towards the junction, supplied by thermal generation in the bulk and, in the ohmic case, also by the contact. In the depletion approximation the depletion region widens by 2.0 µm relative to forward bias. This shortens the neutral base and changes the two factors to 2.08 and 0.481. Including the mobile carriers in the space charge raises the widening to 2.2 µm and gives 2.08 and 0.480. Either way the shift is just under 2%.

The same midgap centres, however, generate 16 nA/cm² in the depletion region. That is about 260 times even the larger base current, \(J_{0,\rm ohm}\). If the lifetime is set by midgap centres, the answer to the last question is therefore no: the two contacts change the reverse dark current by only 0.3%, and the forward current, in the range where base diffusion dominates, is the one that shows the effect of the contact. This verdict depends on the trap level, which the base lifetime does not fix. A level a distance \(\Delta E\) from midgap gives nearly the same low-injection lifetime in the base, but its generation rate in the depleted region is smaller by about \(\cosh(\Delta E/kT)\). For \(\Delta E=0.15\ \mathrm{eV}\) the total reverse currents of the ohmic and reflecting cases are about 170 and 120 pA/cm², and for 0.20 eV about 79 and 31 pA/cm², so the contact becomes visible. A much longer lifetime acts in the same direction. In the depletion approximation the peak field is 0.042 MV/cm, well below the rough 0.3 MV/cm at which avalanche breakdown becomes a concern in silicon. This estimate leaves out electrons that spill from the n⁺ side into the base. At an abrupt junction they raise the peak field to about 0.17 MV/cm. The field exceeds 0.042 MV/cm by more than 20% only within about 11 nm of the junction, across which the potential changes by about 0.09 V, and the excess has vanished by 25 nm (0.16 V). This is too small an energy gain for impact ionisation.

**Comparison with real photodiodes.** The doping, mobilities and thickness are rough but reasonable for a silicon photodiode. The lifetime is the least certain input, since it varies by orders of magnitude with material quality and processing. A longer lifetime increases \(L\) and drives the two factors further apart. Real back surfaces have finite \(S\), with the consequences given in part (d). Temperature must also be controlled when two devices are compared: a rise of 10 K multiplies \(n_i^2\) by 4.9 to 5.0, depending on the parametrisation of \(n_i(T)\). At fixed \(D\) and \(\tau\) it multiplies \(J_0\) equally, which is more than the entire factor of 4.2 between the two contacts. The forward current at a fixed 0.45 V grows less, by 2.8 to 2.9 times, because \(V_T\) rises as well and lowers the exponential. The remaining values are listed in the numerical output.

## Table of computed values

```
temperature: 300 K
thermal voltage kT/q: 25.85 mV
intrinsic density (rough): 1.0e+10 cm^-3
base doping N_A: 1.0e+15 cm^-3
electron mobility (rough): 1350 cm2/Vs
hole mobility (rough): 450 cm2/Vs
electron lifetime: 10 us
neutral base width W: 100 um
forward bias: 0.45 V
electron diffusivity D: 34.9 cm2/s
diffusion length L: 186.8 um
W/L: 0.5353
equilibrium electron density: 1.0e+05 cm^-3
diffusion velocity D/L: 1868 cm/s
coth(W/L): 2.043
numerical factor, zero-excess contact: 2.043270
tanh(W/L): 0.4894
numerical factor, reflecting back: 0.489412
J0 long base: 29.93 pA/cm2
J0 zero-excess contact: 61.16 pA/cm2
J0 reflecting back: 14.65 pA/cm2
ratio of the two finite-base J0: 4.175
exp(qV/kT)-1 at forward bias: 3.628e+07
forward J, long base: 1.086 mA/cm2
forward J, zero-excess contact: 2.219 mA/cm2
forward J, reflecting back: 0.5315 mA/cm2
share of electrons reaching contact: 0.8721
factor F at S = 1e+01 cm/s: 0.4935
factor F at S = 1e+02 cm/s: 0.5291
factor F at S = 1e+03 cm/s: 0.812
factor F at S = 1e+04 cm/s: 1.614
factor F at S = 1e+07 cm/s: 2.043
largest relative error of factor tests: 8.9e-08
largest error of profile tests: 1.2e-09
Neglected effects
injection level n(0)/N_A: 0.36 %
minority drift share, upper bound: 1.1 %
ohmic drop in base, upper bound: 0.31 mV
that drop over kT/q: 1.2 %
emitter doping (rough): 1.0e+19 cm^-3
emitter thickness (rough): 0.5 um
emitter hole diffusivity (rough): 2 cm2/s
emitter gap narrowing (rough): 0.06 eV
emitter J0: 0.65 pA/cm2
emitter J0 over reflecting-back J0: 4.5 %
depletion recombination over reflecting-back J: 1.7 %
reverse bias: -5 V
depletion generation current: 16 nA/cm2
generation over zero-excess J0: 2.6e+02
loss of neutral width, forward to reverse: 2 um
coth(W/L) at reverse bias: 2.079
tanh(W/L) at reverse bias: 0.4811
peak field at reverse bias: 0.042 MV/cm
growth of ni^2 for a 10 K rise: 4.9 times
```
